\section*{The Breit Orbit-Orbit Term in the Long-Range Interaction of Hydrogen Atoms}

\section{When retardation is already in the potential}

A potential curve for two hydrogen atoms, computed with the Breit--Pauli Hamiltonian, has to be continued to distances where no molecular calculation is made. The energy there is the retarded dispersion energy, which differs from the London energy $-C_6/R^6$ by a retardation correction. How much of this correction must still be added depends on what the computed curve already contains. If the expectation value of the orbit-orbit operator was included, with a wave function that describes the dispersion correlation, the curve has a tail $\alpha^2W_4/R^4$, and this tail is the first retardation correction. Adding the whole retardation correction would then count that part twice. If the operator was left out, the term is missing and must be supplied.

The derivation below gives this term from the Breit operator and from the retarded field, and then the value of $W_4$. Hartree atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$ and $c=1/\alpha$, with $\alpha$ the fine-structure constant.

\section{The operators at large separation}

The nuclei are fixed at a distance $R$ along the unit vector $\mathbf n$. Each atom is in its ground state, and the overlap of the two electron clouds is neglected, so electron 1 belongs to one atom and electron 2 to the other. Their positions $\mathbf r_1,\mathbf r_2$ are measured from their own nuclei. With $\mathbf r_{12}$ the vector between the electrons, the orbit-orbit operator is
\begin{equation}
H_{oo}=-\alpha^2K_{ij}(\mathbf r_{12})\,p_{1i}p_{2j},\qquad
K_{ij}(\mathbf r)=\frac12\left(\frac{\delta_{ij}}{r}+\frac{r_ir_j}{r^3}\right).
\label{breit}
\end{equation}
Repeated indices are summed. The corresponding electron-nucleus terms vanish for fixed nuclei. The kernel is free of divergence for $r\neq0$:
\begin{equation}
\partial_iK_{ij}=\frac12\left(-\frac{r_j}{r^3}+\frac{4r_j}{r^3}-\frac{3r_j}{r^3}\right)=0 .
\label{transverse}
\end{equation}
The momenta may therefore stand on either side of $K_{ij}$, and $H_{oo}$ couples the current of one atom to that of the other. A real ground state carries no current, so the expectation value of $H_{oo}$ in the product of two free-atom states is zero.

For $R\gg a_0$ the leading part of \eqref{breit} has $\mathbf r_{12}$ replaced by the internuclear vector. The leading Coulomb coupling of two neutral atoms is that of the dipoles $-\mathbf r_1$ and $-\mathbf r_2$, whose minus signs cancel:
\begin{align}
H_{oo}&\simeq-\frac{\alpha^2}{2R}\,p_{1i}U_{ij}p_{2j},& U_{ij}&=\delta_{ij}+n_in_j,\label{hoo}\\
V&\simeq\frac{1}{R^3}\,r_{1i}T_{ij}r_{2j},& T_{ij}&=\delta_{ij}-3n_in_j.\label{vdd}
\end{align}
Their product scales as $\alpha^2/R^4$. The next terms of $H_{oo}$ and $V$, of order $R^{-2}$ and $R^{-4}$, carry one more factor of an electron coordinate. This changes the parity of the state reached in one atom, so neither can combine with the leading term of the other operator. There is no $R^{-5}$ term, and the corrections begin at $\alpha^2/R^6$.

The other Breit--Pauli operators do not contribute at $\alpha^2/R^4$:
\begin{itemize}
\item The mass-velocity and Darwin terms of each atom change its levels and wave functions, and hence $C_6$.
\item The spin-other-orbit coupling has a part of order $R^{-2}$, but this part acts on the orbital state of one electron alone. $V$ excites both atoms, so the cross term vanishes. The parts that excite both atoms begin at $R^{-3}$. They are linear in a momentum, so their matrix elements between real orbital functions are imaginary, while those of $V$ are real. The cross term and its complex conjugate therefore cancel. The same holds for the spin-orbit coupling in the dipole field of the other atom.
\item The spin-spin coupling $\alpha^2[\mathbf s_1\cdot\mathbf s_2-3(\mathbf n\cdot\mathbf s_1)(\mathbf n\cdot\mathbf s_2)]/R^3$ acts in first order. In the singlet its value is proportional to $-\tfrac34-3(-\tfrac14)=0$, and its average over all four spin states is also zero. In a single triplet sublevel it need not vanish.
\end{itemize}
The result below thus holds for the singlet or the spin average. Nuclear spin, nuclear motion and the radiative shifts of the separate atoms are left out.

\section{The cross term in second order}

Let $\omega_m$ be the excitation energy of a $p$ level $m$. Its three states can be chosen along the Cartesian axes, so that $\langle m,a|r_i|0\rangle=z_m\delta_{ai}$ with real $z_m$. The sum over $m$ includes the continuum. The second-order energy of $V+H_{oo}$ contains the cross term
\begin{equation}
E_4=-2\sum_{mn}\sum_{ab}
\frac{\langle00|V|ma,nb\rangle\langle ma,nb|H_{oo}|00\rangle}{\omega_m+\omega_n}.
\label{cross}
\end{equation}
This is the expectation value of $H_{oo}$ in a wave function correlated by $V$ to first order, which is why a Breit--Pauli potential curve contains it.

The momentum elements follow from $\mathbf p=i[H,\mathbf r]$, where $H$ is the Hamiltonian of one atom with its local Coulomb potential:
\begin{equation}
\langle m,a|p_i|0\rangle=i\omega_mz_m\delta_{ai}.
\label{velocity}
\end{equation}
The product of two such elements has the factor $i^2=-1$, which cancels the minus sign in \eqref{hoo}. The two matrix elements in \eqref{cross} are therefore
\begin{equation}
\frac{T_{ab}}{R^3}z_mz_n
\quad\text{and}\quad
+\frac{\alpha^2}{2R}U_{ab}\,\omega_m\omega_nz_mz_n .
\end{equation}
The sum over directions is
\begin{equation}
T_{ab}U_{ab}=3+1-3-3=-2,
\label{contraction}
\end{equation}
and \eqref{cross} becomes
\begin{equation}
E_4=\frac{2\alpha^2}{R^4}\sum_{mn}\frac{\omega_m\omega_nz_m^2z_n^2}{\omega_m+\omega_n}.
\end{equation}
With the oscillator strengths $f_m=2\omega_mz_m^2$, which obey $\sum_mf_m=1$, this reads
\begin{equation}
E_4=\frac{\alpha^2W_4}{R^4},\qquad
W_4=\frac12\sum_{mn}\frac{f_mf_n}{\omega_m+\omega_n}.
\label{w4sum}
\end{equation}
Every term is positive, so the correction is repulsive. The square of $V$, with $T_{ab}T_{ab}=6$, gives the London coefficient in the same way:
\begin{equation}
C_6=6\sum_{mn}\frac{z_m^2z_n^2}{\omega_m+\omega_n}
=\frac32\sum_{mn}\frac{f_mf_n}{\omega_m\omega_n(\omega_m+\omega_n)}.
\label{c6}
\end{equation}

The dipole polarizability at the imaginary frequency $i\omega$ is
\begin{equation}
\chi(\omega)=\sum_m\frac{f_m}{\omega_m^2+\omega^2}.
\label{chi}
\end{equation}
Partial fractions give, for positive $a\neq b$,
\begin{equation}
\int_0^\infty\!\frac{\omega^2\,d\omega}{(a^2+\omega^2)(b^2+\omega^2)}
=\frac{1}{a^2-b^2}\left(\frac{\pi a}{2}-\frac{\pi b}{2}\right)
=\frac{\pi}{2(a+b)},
\end{equation}
and the case $a=b$ follows by continuity. Equation \eqref{w4sum} is therefore equivalent to
\begin{equation}
W_4=\frac1\pi\int_0^\infty\omega^2\chi(\omega)^2\,d\omega .
\label{w4int}
\end{equation}

\section{The same term from the retarded field}

A dipole $\mathbf d$ oscillating with wave number $k$ produces the electric field $(\nabla\nabla+k^2)(e^{ikR}/R)\,\mathbf d$. At imaginary frequency $k=i\kappa$ with $\kappa=\alpha\omega$, and the field tensor is $G=(\nabla\nabla-\kappa^2)g$ with $g=e^{-\kappa R}/R$. For a function of distance, $\partial_i\partial_jg=(\delta_{ij}-n_in_j)g'/R+n_in_jg''$. With $x=\kappa R$,
\begin{equation}
g'=-\frac{e^{-x}(1+x)}{R^2},\qquad g''=\frac{e^{-x}(2+2x+x^2)}{R^3},
\end{equation}
so that
\begin{equation}
G_{ij}=\frac{e^{-x}}{R^3}\left[-(1+x)T_{ij}-x^2(\delta_{ij}-n_in_j)\right].
\label{field}
\end{equation}
Since $e^{-x}(1+x)=1-x^2/2+O(x^3)$, the $x^2$ part of $e^{-x}$ times the bracket is $\tfrac12T_{ij}-\delta_{ij}+n_in_j=-\tfrac12U_{ij}$, and
\begin{equation}
G_{ij}=-\frac{T_{ij}}{R^3}-\frac{\alpha^2\omega^2}{2R}U_{ij}+O(\kappa^3).
\label{expansion}
\end{equation}
The first correction to the static field has the tensor of the Breit operator \eqref{hoo}. The factor $\omega^2$ stands for one time derivative on each dipole, that is, for the two electron velocities.

To obtain the energy, couple each atom to the field by $-\mathbf d\cdot\mathbf E$ and work in imaginary time $\tau$. The field enters quadratically, so integrating it out leaves the interaction
\begin{equation}
S=-\int\!\!\int d\tau\,d\tau'\,d_{Ai}(\tau)\,G_{ij}(\tau-\tau')\,d_{Bj}(\tau')
\end{equation}
between atoms $A$ and $B$. In the static limit this is the energy $-\mathbf d_A\cdot\mathbf E$ integrated over time. Over a long time $\mathcal T$ the energy shift follows from $e^{-E\mathcal T}=\langle e^{-S}\rangle$. The linear term vanishes because the free atoms have no mean dipole, and to second order $E=-\langle S^2\rangle/(2\mathcal T)$. The dipole correlation function of each atom is $\delta_{ij}\sum_mz_m^2e^{-\omega_m|\tau|}$. Its Fourier transform is
\begin{equation}
\delta_{ij}\sum_m\frac{2\omega_mz_m^2}{\omega_m^2+\omega^2}=\delta_{ij}\,\chi(\omega).
\end{equation}
The time integrals then give $\langle S^2\rangle/\mathcal T=\int_{-\infty}^{\infty}\chi^2\,\mathrm{Tr}\,G^2\,d\omega/2\pi$. The integrand is even in $\omega$, hence
\begin{equation}
E(R)=-\frac{1}{2\pi}\int_0^\infty\chi(\omega)^2\,\mathrm{Tr}\,G^2\,d\omega .
\label{cp}
\end{equation}

The trace needs $T_{ij}T_{ij}=6$, $T_{ij}(\delta_{ij}-n_in_j)=2$ and $(\delta_{ij}-n_in_j)^2=2$ (summed). From \eqref{field},
\begin{align}
\mathrm{Tr}\,G^2&=\frac{e^{-2x}}{R^6}\left[6(1+x)^2+4x^2(1+x)+2x^4\right]
=\frac{2D(x)}{R^6},\\
D(x)&=e^{-2x}(x^4+2x^3+5x^2+6x+3)=3-x^2+x^4+\dots
\label{damping}
\end{align}
The constant 3 gives $-C_6/R^6$ with $C_6=(3/\pi)\int_0^\infty\chi^2d\omega$. The term $-x^2=-\alpha^2\omega^2R^2$ gives
\begin{equation}
+\frac{\alpha^2}{\pi R^4}\int_0^\infty\omega^2\chi(\omega)^2\,d\omega=\frac{\alpha^2W_4}{R^4}
\end{equation}
by \eqref{w4int}. The Breit cross term is thus the first retardation correction, with the same sign and coefficient. The sign is a net result. With $\mathbf n$ along $z$, at order $x^2$ the two transverse components give $G_{xx}^2=G_{yy}^2=(1+x^2)/R^6$, a stronger attraction, while the longitudinal one gives $G_{zz}^2=(4-4x^2)/R^6$, a weaker one. The longitudinal change wins, $1+1-4=-2$, as in \eqref{contraction}, and the correction is repulsive.

\section{Where the expansion stops working}

Taken under the integral, the term $x^4$ in \eqref{damping} would require $\int_0^\infty\omega^4\chi^2d\omega$. This diverges, because $\chi\to1/\omega^2$ at high frequency. The remainder must be kept whole:
\begin{equation}
E+\frac{C_6}{R^6}-\frac{\alpha^2W_4}{R^4}
=-\frac{1}{\pi R^6}\int_0^\infty\chi^2\,[D(x)-3+x^2]\,d\omega .
\end{equation}
Put $\omega=x/(\alpha R)$. For $\alpha R\to0$ at fixed $x$ the frequency is high, and $\chi\to(\alpha R)^2/x^2$. The right side becomes $-\alpha^3I/(\pi R^3)$ with
\begin{equation}
I=\int_0^\infty\frac{D(x)-3+x^2}{x^4}\,dx .
\end{equation}
The integrand is finite at $x=0$ and falls as $x^{-2}$. Differentiation confirms that its antiderivative is
\begin{equation}
F(x)=-e^{-2x}\left(\frac1{x^3}+\frac2{x^2}+\frac1x+\frac12\right)+\frac1{x^3}-\frac1x .
\end{equation}
At infinity $F=0$. At $x\to0$ the negative powers cancel, and the constant is $-(-\tfrac43+4-2+\tfrac12)=-\tfrac76$. Hence $I=7/6$ and
\begin{equation}
E(R)=-\frac{C_6}{R^6}+\frac{\alpha^2W_4}{R^4}-\frac{7\alpha^3}{6\pi R^3}+\dots
\label{three}
\end{equation}
for $a_0\ll R\ll a_0/\alpha$. The operator $H_{oo}$ taken twice gives an energy of order $\alpha^4/R^2$ and cannot produce the $\alpha^3$ term. The Breit operator is therefore to be used once here. Higher retardation needs \eqref{cp}.

In the opposite limit, $\alpha R\gg1$, the factor $D$ confines the integral to low frequencies, where $\chi\simeq\chi(0)$. With
\begin{equation}
\int_0^\infty D\,dx=\frac34+\frac34+\frac54+\frac32+\frac32=\frac{23}{4},
\end{equation}
the energy becomes $E\simeq-23\,\chi(0)^2/(4\pi\alpha R^7)$. The attraction survives but falls with one more power of $R$. The limit needs $1/(\alpha R)$ well below the lowest excitation energy, $3/8$ hartree, and is approached slowly: for hydrogen \eqref{cp} gives 60\%, 81\% and 97\% of this law at $\alpha R=5$, 10 and 30. The $R^{-4}$ term is a feature of the intermediate range and not the final asymptotic law.

\section{The response of hydrogen}

The radial ground state is $u_0=2re^{-r}$, and $z|0\rangle$ has the $p$-wave radial function $ru_0/\sqrt3$. The excitation operator for $p$ waves is $A=-\tfrac12d^2/dr^2+1/r^2-1/r+\tfrac12$. Take the Sturmian functions $S_k=r^2e^{-r}y(x)$, now with $x=2r$ and $y=L_k^{(3)}(x)$. Carrying out the derivatives gives
\begin{equation}
AS_k=re^{-r}\left[y-xy''-(4-x)y'\right]=\frac{k+1}{r}S_k ,
\label{sturm}
\end{equation}
where the last step uses Laguerre's equation $xy''+(4-x)y'=-ky$. These functions are orthogonal with weight $1/r$:
\begin{equation}
\int_0^\infty\frac{S_jS_k}{r}\,dr=N_k\delta_{jk},\qquad N_k=\frac{(k+3)!}{16\,k!}.
\end{equation}
In the basis $S_k/\sqrt{N_k}$ the matrix of $A$ is diagonal, $A_{kk}=k+1$. The overlap matrix $B$ follows from $xL_k^{(3)}=-(k+1)L_{k+1}^{(3)}+(2k+4)L_k^{(3)}-(k+3)L_{k-1}^{(3)}$:
\begin{equation}
B_{kk}=k+2,\qquad B_{k,k+1}=-\tfrac12\sqrt{(k+1)(k+4)} .
\end{equation}

Let $Av=\omega Bv$ with $v^TBv=1$. Since $ru_0=2S_0$ and $2\sqrt{N_0}=\sqrt{3/2}$, the dipole element is $z=(Bv)_0/\sqrt2=v_0/(\sqrt2\,\omega)$, and $f=2\omega z^2=v_0^2/\omega$. Now set $w=A^{1/2}v/\sqrt\omega$. This vector has unit length, its first component squared is $v_0^2/\omega=f$, and it satisfies $Mw=w/\omega$ with
\begin{equation}
M=A^{-1/2}BA^{-1/2},\quad
M_{kk}=\frac{k+2}{k+1},\quad
M_{k,k+1}=-\frac12\sqrt{\frac{k+4}{k+2}} .
\label{jacobi}
\end{equation}
The eigenvalues of this tridiagonal matrix are $1/\omega_m$, and the squared first components of its unit eigenvectors are $f_m$. A finite matrix replaces the bound levels and the continuum by a few effective levels. It keeps $\sum f_m=1$ at every size, and from size two on it gives the static polarizability $\chi(0)=(M^2)_{00}=4+\tfrac12=\tfrac92$.

\section{Numbers}

The $1\times1$ matrix has $1/\omega=2$ and gives $W_4=\tfrac12$. The $2\times2$ matrix has trace $\tfrac72$ and determinant $\tfrac52$, so $1/\omega=\tfrac52$ and $1$. The levels are $\omega=0.4$ and $1$ hartree. The conditions $f_1+f_2=1$ and $\tfrac52f_1+f_2=M_{00}=2$ give $f_1=\tfrac23$, $f_2=\tfrac13$. Then
\begin{equation}
W_4=\frac12\left(\frac{4/9}{0.8}+\frac{4/9}{1.4}+\frac{1/9}{2}\right)=\frac{13}{28}=0.4643 .
\end{equation}
Numerical diagonalization of larger matrices gives:
\begin{center}
\begin{tabular}{rcc}
size & $W_4$ (hartree\,$a_0^4$) & $C_6$ (hartree\,$a_0^6$)\\
1 & 0.500000 & 6.00000\\
2 & 0.464286 & 6.48214\\
3 & 0.462886 & 6.49844\\
5 & 0.462807 & 6.49903\\
200 & 0.462807 & 6.49903
\end{tabular}
\end{center}
The result is
\begin{equation}
W_4=0.4628\ \text{hartree}\,a_0^4=0.9256\ \text{Ry}\,a_0^4 .
\end{equation}

At $R=20\,a_0$, with $\alpha^2W_4=2.4645\times10^{-5}$ hartree\,$a_0^4$, the correction is $2.4645\times10^{-5}/20^4=1.540\times10^{-10}$ hartree. The next table compares the terms of \eqref{three} with $\Delta=E+C_6/R^6$, the whole retardation correction. It was found by numerical integration of \eqref{cp} with the levels of the matrix of size 200. Energies are in $10^{-12}$ hartree.
\begin{center}
\begin{tabular}{rrrr}
$R/a_0$ & $\alpha^2$ term & $\alpha^3$ term & $\Delta$\\
10 & 2464.5 & $-144.3$ & 2331.9\\
20 & 154.0 & $-18.0$ & 138.5\\
50 & 3.943 & $-1.154$ & 3.101
\end{tabular}
\end{center}
Relative to $\Delta$, the $\alpha^2$ term alone is too large by 6\%, 11\% and 27\%. With the $\alpha^3$ term the sum is too small by 0.5\%, 2\% and 10\%. The ratio of the two terms is $0.80\,\alpha R$ in magnitude, which sets the range of the expansion.

Relative to the London energy, the $\alpha^2$ term is 0.04\%, 0.15\% and 0.95\% at the three distances. The growth as $R^2$ makes it matter in the tail, although it is small near the molecule. These are dipole energies. Higher multipoles, whose relative weight falls as $R^{-2}$, must be added separately. The term $-C_8/R^8$, with $C_8=124.4$ hartree\,$a_0^8$, is 19\%, 4.8\% and 0.77\% of the London energy at the three distances, larger than the $\alpha^2$ term at the first two. The finite nuclear mass, left out here, raises $C_6$ by about 0.27\%, which also exceeds the $\alpha^2$ term at $10$ and $20\,a_0$.

For a curve that contains the orbit-orbit energy but no terms of order $\alpha^3$, the dipole retardation still to be added at $20\,a_0$ is $138.5-154.0=-15.5$ in the units of the table. For a curve with neither, the amount is $+138.5$. The two cases differ in sign as well as in size. Both numbers refer to the dipole formula \eqref{cp} only. The orbit-orbit energy also has a term $+3.99\,\alpha^2/R^6$, or $+3.3$ in the same units at $20\,a_0$, which lies outside \eqref{cp} and is not part of $\Delta$.
